# Second-order Keldysh vacuum diagrams for a quadratically perturbed bosonic mode

## The system

A bosonic mode of frequency $\omega$ and mass $M$ has $H_0=\omega a^\dagger a$ and coordinate $x=l(a+a^\dagger)$, with $l^2=1/(2M\omega)$. Atomic units are used in the algebra, so $\hbar=1$. For $0<t<T$ the mode is perturbed by

$$V(t)=\tfrac12 k(t)\,x^2,\qquad k(t)\ \text{real}.$$

The initial state is the normalised thermal state $\rho\propto e^{-\beta H_0}$ with occupation $N=1/(e^{\beta\omega}-1)$; the ground state is the limit $N=0$. Operators carry the free time dependence, $x(t)=l(ae^{-i\omega t}+a^\dagger e^{i\omega t})$, and $\langle\cdots\rangle=\mathrm{Tr}[\rho\cdots]$. The evolution operator in this picture is $U=\mathcal T\exp(-i\int_0^T V\,dt)$, and the object of study is

$$Z=\mathrm{Tr}[U\rho U^\dagger]=\langle U^\dagger U\rangle .$$

The Keldysh contour runs from $0$ to $T$ (forward branch, label $s=+1$, the factor $U$) and back to $0$ (backward branch, $s=-1$, the factor $U^\dagger$). The symbol $T_C$ places operators that lie later on the contour to the left. Diagrams without external legs are called vacuum diagrams here, at any temperature.

## Part (a)

**Question.** Write the second-order part $Z_2$ as a sum over branch labels. Reduce the four-operator average to pair averages and identify the diagrams.

**Answer.** To second order,

$$U=1-i\!\int\! V-\tfrac12\!\iint\!\mathcal T V_1V_2,\qquad U^\dagger=1+i\!\int\! V-\tfrac12\!\iint\!\tilde{\mathcal T} V_1V_2,$$

where $\tilde{\mathcal T}$ puts earlier times to the left and $V_j=V(t_j)$. The product $\langle U^\dagger U\rangle$ has three second-order pieces: both vertices forward, $-\frac12\iint\langle\mathcal TV_1V_2\rangle$; both backward, $-\frac12\iint\langle\tilde{\mathcal T}V_1V_2\rangle$; and one on each branch, $(+i)(-i)\iint\langle V_2V_1\rangle$ with $t_2$ backward. The last piece can be shared equally between the labels $(+,-)$ and $(-,+)$, since these differ by renaming the times. All pieces are then contained in

$$Z_2=-\frac18\sum_{s_1s_2}s_1s_2\int_0^T\!\!\int_0^T\!dt_1dt_2\,k_1k_2\,\langle T_C\,x^2(t_1)x^2(t_2)\rangle .$$

Each vertex has the factor $-is$; the $\frac18$ is $\frac12$ from the expansion times $(\frac12)^2$ from the two perturbations.

To reduce the average, let $B_1,B_2,B_3$ be linear in $a$ and $a^\dagger$, and let $X=B_1B_2B_3$. Since $a\rho=e^{-\beta\omega}\rho a$, cyclicity gives $\langle Xa\rangle=\mathrm{Tr}[a\rho X]=e^{-\beta\omega}\langle aX\rangle$, and so

$$(1-e^{-\beta\omega})\langle aX\rangle=\langle[a,X]\rangle .$$

The commutators $[a,B_j]$ are numbers, so

$$\langle[a,X]\rangle=[a,B_1]\langle B_2B_3\rangle+[a,B_2]\langle B_1B_3\rangle+[a,B_3]\langle B_1B_2\rangle .$$

The same relation with $X$ replaced by one operator reads $(1-e^{-\beta\omega})\langle aB_j\rangle=[a,B_j]$. Division yields

$$\langle aB_1B_2B_3\rangle=\langle aB_1\rangle\langle B_2B_3\rangle+\langle aB_2\rangle\langle B_1B_3\rangle+\langle aB_3\rangle\langle B_1B_2\rangle .$$

For $a^\dagger$ the factor $e^{-\beta\omega}$ becomes $e^{\beta\omega}$ and the steps are the same. By linearity the formula holds with any linear operator in first place; the ground state follows as $\beta\to\infty$. This is Wick's theorem for four operators.

Here two operators belong to each vertex. One pairing joins operators within each vertex; the other two join the vertices. With $G^{s_1s_2}=\langle T_Cx(t_1)x(t_2)\rangle$,

$$\langle T_Cx^2(t_1)x^2(t_2)\rangle=G_0^2+2\,(G^{s_1s_2})^2,\qquad G_0=\langle x^2\rangle=l^2(2N+1).$$

The first term is the disconnected diagram, two separate loops; the second is the connected diagram, one loop made of two lines. Both operators of a vertex sit at the same time and commute, so $G_0$ is the same on both branches.

## Part (b)

**Question.** Find the four functions $G^{s_1s_2}$ for $t_1>t_2$.

**Answer.** With $\langle aa^\dagger\rangle=N+1$, $\langle a^\dagger a\rangle=N$, $\langle aa\rangle=0$ and $\tau=t_1-t_2$,

$$G^>(\tau)=\langle x(t_1)x(t_2)\rangle=l^2[(N+1)e^{-i\omega\tau}+Ne^{i\omega\tau}].$$

The opposite order is $\langle x(t_2)x(t_1)\rangle=G^>(\tau)^*$, because $x$ is Hermitian. The order on the contour decides which applies:

- $(+,+)$: on the forward branch the later time is later on the contour, so $x(t_1)$ stands left: $G^>$.
- $(-,+)$: every backward point follows every forward point, so $x(t_1)$ stands left: $G^>$.
- $(+,-)$: now $t_2$ is the backward point and $x(t_2)$ stands left: $(G^>)^*$.
- $(-,-)$: the backward branch is traversed from late to early times, so $t_2$ is reached last: $(G^>)^*$.

The function depends on the label of the earlier vertex and not on that of the later one. The reason is geometrical: a point at $t_1$ can be carried over the turning point at $T$ to the other branch without passing $t_2$.

## Part (c)

**Question.** Restrict the integral to $t_1>t_2$. Sum over the label of the later vertex, then over the other label, for each diagram. Does the outcome depend on the quadratic form of $V$ or on second order?

**Answer.** The integrand summed over labels is unchanged when the names 1 and 2 are exchanged together with their labels. The two halves of the time square therefore contribute equally, and $\frac18$ becomes $\frac14$. Define

$$B=\frac12\int_0^T\!dt_1\int_0^{t_1}\!dt_2\,k_1k_2\,[G^>(t_1-t_2)]^2,\qquad \varphi=\frac12\int_0^T k\,G_0\,dt .$$

The connected diagram carries $-\frac14\cdot2\,s_1s_2=-\frac12s_1s_2$. With the later label written first, its four contributions are

$$A_{++}=-B,\quad A_{-+}=+B,\quad A_{+-}=+B^*,\quad A_{--}=-B^* .$$

Summing over the first label gives $-B+B=0$ when the earlier vertex is forward and $B^*-B^*=0$ when it is backward. This happens at each pair of times, before integration, since the two integrands are equal and the vertex factors $-i$ and $+i$ are opposite.

For the disconnected diagram, the integral of $k_1k_2G_0^2$ over the triangle is half of $(2\varphi)^2$, so each label pair gives $-\frac14s_1s_2\cdot2\varphi^2=-\frac12s_1s_2\varphi^2$. The sum over $s_1$ vanishes again. Hence

$$Z_2^{\rm conn}=0,\qquad Z_2^{\rm disc}=0,\qquad Z_2=0 .$$

The line $t_1=t_2$ has no area and the integrand is finite there, so it adds nothing.

The result needs neither Wick's theorem nor second order. At order $n$, with all times distinct, the operator string in the average is

$$(\text{backward vertices, latest rightmost})\,(\text{forward vertices, latest leftmost}).$$

The vertex with the latest time of all stands at the junction of the two groups, whichever it belongs to. Changing its label leaves the string intact and reverses the sign. The terms cancel in pairs for any Hermitian $V(t)$ that is the same on both branches. This is the expansion of $U^\dagger U=1$, term by term. The quadratic form of $V$ fixes what the cancelling terms are, namely $\pm B$, $\pm B^*$ and $\pm\varphi^2/2$ in second order.

## Part (d)

**Question.** Now integrate each label pair over the whole square, calling the results $I_{s_1s_2}$. Do they cancel when $s_1$ alone is summed? Evaluate them for $\omega=0.05$ eV, $k_BT_{\rm th}=0.025$ eV, $M=20000$ electron masses and $k=k_0\sin^2(\pi t/T)$, with $k_0=1$ eV/Å$^2$ and $T=40$ fs.

**Answer.** For $(+,+)$ the integrand is symmetric in the two times, so the square is twice the triangle, and the connected part is $-\frac14\cdot2\cdot2B=-B$. For $(+,-)$ the prefactor is $+\frac14$. The half with $t_1>t_2$ contains $[(G^>)^*]^2$ and gives $B^*/2$. In the other half the forward vertex is the earlier one, the function is $G^>$ of the positive time difference, and the result is $B/2$. Together,

$$I_{++}=-B-\tfrac12\varphi^2,\quad I_{--}=I_{++}^*,\quad I_{+-}=I_{-+}=\mathrm{Re}B+\tfrac12\varphi^2 .$$

All four add to zero, but

$$I_{++}+I_{-+}=-i\,\mathrm{Im}B ,$$

which is in general not zero. A vertex called "1" is the later one in half of the square and the earlier one in the other half. The pairwise cancellation requires the square to be divided by time order first.

For the numbers, the parameters are round model values and stand for no material. The oscillator's own spring constant is $M\omega^2=6.562$ eV/Å$^2$, so $k_0$ is about 15% of it. Then

$$l^2=\frac{\hbar\omega}{2M\omega^2}=\frac{0.05}{2\times6.562}=0.00381\ \text{Å}^2,\qquad N=\frac1{e^2-1}=0.1565 .$$

With $\int k\,dt=k_0T/2$ and $\hbar=0.6582$ eV fs,

$$\frac{l^2k_0T}{2\hbar}=\frac{0.00381\times20}{0.6582}=0.1158,\qquad \varphi=\tfrac12(1.313)(0.1158)=0.0760 .$$

Thus $\varphi^2/2=0.002888$. Gauss–Legendre quadrature over the triangle gives $B=0.002469-0.002662\,i$. Hence

$$I_{++}=-0.005357+0.002662\,i,\qquad I_{+-}=I_{-+}=0.005357,$$

and $I_{--}=I_{++}^*$. The real parts add as $-2+2$ times $0.005357$; the imaginary parts of $I_{++}$ and $I_{--}$ cancel each other. The pairing by name leaves $+0.002662\,i$, about 45% of $|I_{++}|=0.00598$.

## Part (e)

**Question.** Express $2\,\mathrm{Re}B$ through $\tilde k(\nu)=\int_0^Tk\,e^{i\nu t}dt$. What does it mean at $N=0$, and what changes at $N>0$?

**Answer.** Squaring the pair function gives

$$(G^>)^2=l^4[(N+1)^2e^{-2i\omega\tau}+N^2e^{2i\omega\tau}+2N(N+1)].$$

Its real part is even in $\tau$, so the triangle may be replaced by half the square. Since $\iint k_1k_2\cos2\omega(t_1-t_2)=|\tilde k(2\omega)|^2$,

$$2\,\mathrm{Re}B=\frac{l^4}{2}\Big\{[(N+1)^2+N^2]\,|\tilde k(2\omega)|^2+2N(N+1)\,\tilde k(0)^2\Big\}.$$

At $N=0$ this is $P_2=\frac12l^4|\tilde k(2\omega)|^2$. It can be compared with the first-order amplitude for creating two quanta,

$$-\frac i2\int k\,\langle2|x^2(t)|0\rangle dt=-\frac{i}{2}\sqrt2\,l^2\,\tilde k(2\omega),$$

where $a^{\dagger2}|0\rangle=\sqrt2|2\rangle$ was used. Its squared modulus is $P_2$. The probability of staying in the ground state is, to second order,

$$|1-i\varphi+I_{++}|^2=1+2\,\mathrm{Re}I_{++}+\varphi^2=1-2\,\mathrm{Re}B .$$

The connected same-branch diagrams, $-B-B^*$, describe the loss from the ground state, and the connected mixed-branch diagrams, $2\,\mathrm{Re}B$, return that probability in the state $|2\rangle$. The disconnected mixed-branch diagrams, which add to $\varphi^2$, leave the mode in $|0\rangle$ and cancel the $-\varphi^2$ of the disconnected same-branch diagrams. The terms $\varphi^2$ belong to the phase of the ground-state amplitude and drop out of its modulus.

At $N>0$ the terms with $(N+1)^2$ and $N^2$ describe creation and absorption of two quanta. The last term, $N(N+1)l^4\tilde k(0)^2$, changes no occupation. A state with $n$ quanta acquires the first-order phase $-\frac12l^2\tilde k(0)(2n+1)$, and since $n$ has thermal variance $N(N+1)$, this term is the variance of that phase.

For the pulse, write $\sin^2(\pi t/T)=\frac12-\frac14(e^{i\Omega t}+e^{-i\Omega t})$ with $\Omega=2\pi/T$. Because $e^{\pm i\Omega T}=1$, all three integrals share the numerator $e^{i\nu T}-1$:

$$\tilde k(\nu)=k_0\frac{e^{i\nu T}-1}{i}\left[\frac1{2\nu}-\frac{\nu}{2(\nu^2-\Omega^2)}\right]=k_0\frac{e^{i\nu T}-1}{2i\nu}\,\frac{1}{1-\nu^2/\Omega^2}.$$

This gives $l^2|\tilde k(2\omega)|=0.06074$ and $l^2\tilde k(0)=0.1158$. In the thermal state,

$$2\,\mathrm{Re}B=\tfrac12[1.362\,(0.06074)^2+0.3620\,(0.1158)^2]=0.00494 .$$

The two terms in the bracket are $0.00502$ and $0.00485$, so nearly half of $2\,\mathrm{Re}B$ is phase variance. With the same pulse and $N=0$, $P_2=\frac12(0.06074)^2=0.00184$.

## Part (f)

**Question.** Keep the later vertex on the forward branch and sum over the label of the earlier one. Relate the result to a response, and examine a slowly varying $k$.

**Answer.** From part (c),

$$A_{++}+A_{+-}=-B+B^*=-2i\,\mathrm{Im}B .$$

First-order perturbation theory for the measured $\langle x^2\rangle$ gives

$$\delta\langle x^2(t_1)\rangle=-i\int_0^{t_1}\!dt_2\,\frac{k_2}2\langle[x^2(t_1),x^2(t_2)]\rangle .$$

By Wick's theorem the $G_0^2$ terms cancel in the commutator, whose average is $2(G^>)^2-2(G^{>*})^2=4i\,\mathrm{Im}(G^>)^2$. With $N^2-(N+1)^2=-(2N+1)$,

$$\delta\langle x^2(t_1)\rangle=-2l^4(2N+1)\int_0^{t_1}k_2\sin2\omega(t_1-t_2)\,dt_2 .$$

Multiplication by $k_1/2$ and integration over $t_1$ give $\int\frac k2\delta\langle x^2\rangle dt=2\,\mathrm{Im}B$, so the sum over the earlier label is $-i$ times this weighted response. In the example it is $2\,\mathrm{Im}B=-0.00532$; the negative sign says that, averaged over the pulse with weight $k$, the stiffer spring reduces $\langle x^2\rangle$.

This also shows why observables survive the cancellation. A measured operator has no label sum. Perturbation vertices later than the measurement still cancel, by the argument of part (c), while earlier ones leave a commutator. The response is causal for that reason.

If $k$ starts from zero and varies slowly on the scale $1/(2\omega)$, integration by parts gives $\int_0^{t}k(t')\sin2\omega(t-t')dt'\approx k(t)/(2\omega)$, and

$$\delta\langle x^2\rangle\approx-\frac{l^4(2N+1)k}{\omega}=-G_0\frac{k}{2M\omega^2}.$$

This is what a mode of shifted frequency $\omega(1+k/2M\omega^2)$ has at fixed occupation, because $\langle x^2\rangle$ is inversely proportional to the frequency. The pulse of the example is not in this regime: $|\tilde k(2\omega)|/\tilde k(0)=0.52$, whereas a slow smooth pulse has little weight at $2\omega$.

## Part (g)

**Question.** Let the backward branch carry $rk(t)$ instead of $k(t)$. Find $Z_1$ and $Z_2$, evaluate them for $r=0.9$, and state when the cancellation fails. How good is second order for $r=0$?

**Answer.** Each backward vertex gains a factor $r$. In first order,

$$Z_1=-i\varphi+ir\varphi=-i(1-r)\varphi .$$

In second order, $Z_2=I_{++}+r^2I_{--}+2rI_{+-}$. Inserting part (d),

$$Z_2=-(1-r)^2\big(\mathrm{Re}B+\tfrac12\varphi^2\big)-i(1-r^2)\,\mathrm{Im}B .$$

Both vanish at $r=1$. For $r=0.9$, $Z_1=-0.0076\,i$ and

$$Z_2=-0.01(0.005357)+0.19(0.002662)\,i=(-0.54+5.06\,i)\times10^{-4}.$$

The imaginary part is larger because it is linear in the small mismatch $1-r$, while the real part is quadratic.

The later vertex now leaves the difference of the two strengths at its own time. If the branches differ during a limited interval, the surviving terms are those whose latest vertex lies in that interval; the other vertices may lie at any earlier time, inside the interval or before it. The cancellation also fails for complex $k$: then $U^\dagger$ contains $k^*$, and the later vertex leaves $k-k^*$. This is the loss of unitarity.

For $r=0$ the backward branch is empty and $Z=\langle U\rangle$. Second order gives

$$1-i\varphi+I_{++}=0.99464-0.07334\,i .$$

Numerical propagation in the lowest 40 number states, which does not expand in $k$, gives $0.99515-0.07309\,i$. The difference has modulus $5.7\times10^{-4}$, about 9% of $|I_{++}|$. When $k_0$ is halved at fixed pulse length, it falls by a factor 7.8, close to the 8 of a leading third-order term. Truncation is thus an approximation for a single branch, whereas for equal branches each order beyond the zeroth vanishes separately, and cutting the series for $Z$ at any order leaves $Z=1$ intact. Cutting $U$ first and then forming $\langle U^\dagger U\rangle$ is different: with $U$ kept to second order, the third- and fourth-order terms of the product are incomplete, and the norm is in general no longer exactly 1.

All numerical values are calculated from the stated model.
